# The Long-Wave Cubic Phonon Vertex and Klemens' Product of Frequencies

**Q:** Klemens' approximation replaces the three-phonon coupling by a Grüneisen constant times a product of three frequencies. A Grüneisen parameter describes a static, uniform strain. Why should it know anything about a collision of three waves? Start by saying what the coupling is.

**A:** Take $N$ cells of mass $M$, in a stable crystal with short-range forces. In atomic units, $\hbar=1$, the displacement of atom $\kappa$ in cell $l$, with reference position $X_{l\kappa}$, is

$$u_{l\kappa}=\sum_{qj}\frac{e_\kappa(qj)}{\sqrt{2Nm_\kappa\omega_{qj}}}\,e^{iq\cdot X_{l\kappa}}A_{qj},\qquad A_{qj}=a_{qj}+a^\dagger_{-qj},$$

with $e(-q)=e(q)^*$. Let $a,b,c$ each stand for an atom and a Cartesian direction, and let $w_a(1)$ be the coefficient of $A_1$ in $u_a$. The cubic energy is

$$H_3=\tfrac16\sum_{abc}\Phi_{abc}u_au_bu_c=\tfrac16\sum_{123}V_3(1,2,3)A_1A_2A_3,$$

$$V_3(1,2,3)=\sum_{abc}\Phi_{abc}\,w_a(1)w_b(2)w_c(3).$$

The factor $1/6$ stays outside, so $V_3$ is the full third derivative contracted with three mode patterns. Now do one contraction first:

$$\delta\Phi_{bc}=\sum_a\Phi_{abc}w_a(1),\qquad V_3=\sum_{bc}w_b(2)\,\delta\Phi_{bc}\,w_c(3).$$

By the definition of a third derivative, $\delta\Phi$ is the first-order change of the harmonic force constants when the atoms are displaced by the pattern of wave 1. Waves 2 and 3 then probe the altered springs.

**Q:** That holds for any wave 1. What does a long acoustic wave change?

**A:** Give it wavevector $q$, real unit polarization $p$ and speed $v$. Let the other legs have wavevectors $k-q/2$ and $-(k+q/2)$, so that the three add to zero. For each pair $b,c$, expand the acoustic phase about the midpoint $X_0=(X_b+X_c)/2$:

$$e^{iq\cdot X}=e^{iq\cdot X_0}\left[1+iq\cdot(X-X_0)+O(q^2)\right].$$

Short-range forces permit this, because only atoms near the pair contribute to $\delta\Phi_{bc}$. The first term is a uniform translation, which changes no force constant. The second is a uniform displacement gradient. The midpoint also removes the leftover phases:

$$e^{iq\cdot X_0}\,e^{i(k-q/2)\cdot X_b}\,e^{-i(k+q/2)\cdot X_c}=e^{ik\cdot(X_b-X_c)}.$$

This is the phase in the dynamical matrix at $k$,

$$D_{cb}(k)=\sum\frac{\Phi_{cb}}{\sqrt{m_cm_b}}\,e^{ik\cdot(X_b-X_c)},$$

where the sum runs over cells. Since $\delta\Phi$ is already of order $q$, the eigenvectors at $k\mp q/2$ may be replaced by those at $k$. Each scattered leg carries $(2N\omega)^{-1/2}$, and the sum over equivalent cells gives $N$, so to leading order

$$V_3=\frac{e_{j'}^\dagger\,\delta D\,e_j}{2\sqrt{\omega_j\omega_{j'}}}.$$

Here $\delta D$ is the linear response of $D$ to the gradient

$$h_{\alpha\beta}=\frac{\partial u_\alpha}{\partial X_\beta}=\frac{i\,p_\alpha q_\beta}{\sqrt{2NM\omega_q}}.$$

The factor $i$ is no obstacle: the response is linear, so it is found for real gradients and then multiplied by $i$. The phases $k\cdot X$ use reference positions, so $k$ deforms with the lattice.

**Q:** You have treated the acoustic wave as if all atoms in a cell moved together. With two atoms per cell, they do not.

**A:** They do at order zero. At the next order

$$\frac{e_\kappa(q)}{\sqrt{m_\kappa}}=\frac{1}{\sqrt M}\left[p+i|q|\,s_\kappa+O(q^2)\right],$$

and the internal displacement $s_\kappa$ is of the same order as the gradient, so it must be kept. The equation of motion fixes it. Mass times acceleration is proportional to $\omega_q^2$, hence of order $q^2$. At order $q$, the force on each sublattice must therefore vanish: the force produced by the gradient is cancelled by the internal shifts. That is the condition for a strained crystal with relaxed internal coordinates. A common part of all $s_\kappa$ is a translation and has no effect.

The right derivative is thus the relaxed one. The numerical model shows what is at stake. It is a zincblende lattice with round parameters and masses of 30 and 70 u, with Morse bonds between first and second neighbours, all at their rest lengths. For a longitudinal wave along [110], the lowest mode at the chosen $k$ has a coefficient of $0.196$ from the vertex and $0.196$ from relaxed strain. Clamped sublattices give $-0.309$, which has the wrong sign. For the third branch the two differ by only about 1%, so agreement in one mode would not justify clamping.

**Q:** A displacement gradient is not a strain. For a transverse wave, half of it is a rotation, and a Grüneisen tensor contains no rotation.

**A:** Split the gradient into $h=\eta+\Omega$, with $\eta$ symmetric and $\Omega$ antisymmetric. Rotating the whole crystal by $R=1+\Omega$ turns the force constants into $R\Phi R^T$. Since $\Omega^T=-\Omega$, the first-order change is

$$\delta D_{\rm rot}=\Omega D-D\Omega,$$

where $\Omega$ acts equally on every atom. With $De_j=\omega_j^2e_j$,

$$e_{j'}^\dagger\,\delta D_{\rm rot}\,e_j=(\omega_j^2-\omega_{j'}^2)\,e_{j'}^\dagger\Omega e_j.$$

For $j'=j$ this vanishes, so within one branch only the strain counts. Between branches of different frequency it generally survives, and the vertex is then not a Grüneisen parameter. For a transverse wave polarized along [001] and travelling along [110], the coupling of branch 6 to branch 2, per unit amplitude of the strain wave, is $0.0110$ eV. Strain alone would give $0.0034$ eV; adding the rotation restores $0.0110$ eV.

**Q:** Then why may one ignore the interband terms?

**A:** In a real absorption process, energy conservation requires

$$\omega_{j'}(k+q/2)-\omega_j(k-q/2)=\omega_q.$$

The right side tends to zero with $q$, so at a fixed $k$ with separated branches, $j'$ must equal $j$. Expanding the left side for $j'=j$ gives $q\cdot\nabla_k\omega_j=v|q|$: the group velocity of the scattered mode along $q$ must equal the speed of the acoustic wave. This selects which $k$ take part, and there may be none. Among long waves, the fastest acoustic frequency is the largest, over unit polarizations, of a norm of $k$. It is therefore convex and of degree one in $k$. Convexity gives $\omega(q)\ge\omega(k)+(q-k)\cdot\nabla\omega(k)$, and degree one gives $k\cdot\nabla\omega(k)=\omega(k)$, so $q\cdot\nabla\omega(k)\le\omega(q)$, with equality for $k$ parallel to $q$. In the model, dispersion lowers the left side further and the other branches are slower still. The longitudinal [110] wave used below thus has practically no same-branch partner, and its energy-conserving absorptions are interband. The slower transverse waves do have same-branch partners. The condition concerns rates only. It is not needed for the vertex identity, and the $k$ of the numerical example was not chosen to satisfy it.

The argument holds at fixed $k$ only. In a sum over $k$, regions where two branches lie within $\omega_q$ of each other remain at any finite $q$, and there interband processes can conserve energy and may not be ignored. At or near a degeneracy, a single Grüneisen number must be replaced by the matrix of $\delta D$ among the modes concerned.

**Q:** Fine, one non-degenerate branch. Where does the Grüneisen tensor enter, and with what sign?

**A:** Define it, with internal relaxation and at fixed phases between cells, by

$$\gamma_{\alpha\beta}=-\frac{\partial\ln\omega}{\partial\eta_{\alpha\beta}},\qquad \delta\ln\omega=-\sum_{\alpha\beta}\gamma_{\alpha\beta}\eta_{\alpha\beta}.$$

First-order perturbation theory for the eigenvalue $\omega^2$ gives

$$e^\dagger\delta D\,e=\delta(\omega^2)=2\omega\,\delta\omega=-2\omega^2\sum_{\alpha\beta}\gamma_{\alpha\beta}\eta_{\alpha\beta}.$$

Dividing by $2\omega$, as the vertex formula requires, yields

$$V_3=-\omega_k\sum_{\alpha\beta}\gamma_{\alpha\beta}S_{\alpha\beta},\qquad S_{\alpha\beta}=\frac{i}{2}\,\frac{q_\alpha p_\beta+q_\beta p_\alpha}{\sqrt{2NM\omega_q}}.$$

So the vertex is the strain amplitude contracted with the Grüneisen tensor, times the frequency of the scattered mode. That last factor is needed because $\gamma$ measures a relative frequency change, while $V_3$ is an energy. The overall phase depends on the phases of the eigenvectors. The one shown belongs to a positive overlap $e^\dagger(k-q/2)\,e(k+q/2)$.

**Q:** I still see one strain and one frequency, not a product of three frequencies.

**A:** Collect the directions in one number,

$$g=\sum_{\alpha\beta}\gamma_{\alpha\beta}\hat q_\alpha p_\beta.$$

Because $\gamma$ is symmetric, the contraction of $\gamma$ with $S$ is $i|q|g/\sqrt{2NM\omega_q}$. For a long acoustic wave $|q|=\omega_q/v$, hence

$$|V_3|=|g|\,\omega_k\,\frac{\omega_q}{v\sqrt{2NM\omega_q}}=|g|\,\omega_k\sqrt{\frac{\omega_q}{2NMv^2}}.$$

The scattered legs have frequencies $\omega_{k-q/2}$ and $\omega_{k+q/2}$. Their first-order shifts are opposite, so their product is $\omega_k^2[1+O(q^2)]$. Calling the three frequencies $\omega_1,\omega_2,\omega_3$,

$$|V_3|=|g|\sqrt{\frac{\omega_1\omega_2\omega_3}{2NMv^2}}.$$

The square root comes from the quantum amplitudes. In normal coordinates $Q=A/\sqrt{2\omega}$, the cubic coefficient $C$ is $V_3\sqrt{8\omega_1\omega_2\omega_3}$, so

$$|C|=\frac{2|g|}{v\sqrt{NM}}\,\omega_1\omega_2\omega_3.$$

This is the product of frequencies. One frequency comes from the acoustic gradient. The other two come from $\delta(\omega^2)$, which is proportional to $\omega^2$ at given $\gamma$. Klemens' further step is to replace $g$ by one constant for all triples.

**Q:** How good is the limit at a small but finite $q$?

**A:** The symmetric placement of the legs helps. Let $q=t\hat q$ with signed $t$, and call the vertex $F(t)$. The force constants are real, so complex conjugation reverses all three wavevectors. That is the same triple with $t$ replaced by $-t$, and therefore $F(-t)=F(t)^*$. Now divide $F(t)$ by $-it\sqrt{\omega_{k-q/2}\,\omega_{k+q/2}}/\sqrt{2NM\omega_q}$ to obtain a coefficient $c(t)$ that tends to $g$. Since $-it$ also turns into its conjugate under $t\to-t$, we have $c(-t)=c(t)^*$. The real part is even in $t$, and if the modes vary smoothly its error starts at $t^2$. On halving $q$, the error summed over the six branches fell by a factor of $4.000$.

Smoothness is the condition to watch. The eigenvectors at $k\mp q/2$ must resemble those at $k$, so $q$ must be small compared with the distance to a band crossing. If the scattered mode is itself acoustic and close to $k=0$, its eigenvector depends on the direction of $k$, and one needs $|q|\ll|k|$.

**Q:** Give me one vertex in numbers, with both roads visible.

**A:** Restoring $\hbar$ and writing $E=\hbar\omega$,

$$\sqrt N|V_3|=E_k|g|\,s,\qquad s=|q|\sqrt{\frac{\hbar}{2M\omega_q}}.$$

Take the third branch at $k=(0.491,0.240,0.114)$ Å$^{-1}$, with $E_k=0.02955$ eV. Its tensor has $\gamma_{xx}=2.227$, $\gamma_{yy}=1.855$ and $\gamma_{xy}=0.859$. For the longitudinal [110] wave, $\hat q=p=(1,1,0)/\sqrt2$, so

$$g=\tfrac12(\gamma_{xx}+\gamma_{yy})+\gamma_{xy}=2.041+0.859=2.900.$$

At $|q|=0.01142$ Å$^{-1}$ the strain factor is $s=1.9545\times10^{-3}$, and

$$\sqrt N|V_3|=0.02955\times2.900\times1.9545\times10^{-3}\ \text{eV}=1.675\times10^{-4}\ \text{eV}.$$

The product form needs $E_q=7.140\times10^{-4}$ eV and $Mv^2=93.47$ eV:

$$2.900\sqrt{\frac{7.140\times10^{-4}\times(0.02955)^2}{2\times93.47}}\ \text{eV}=1.675\times10^{-4}\ \text{eV}.$$

The direct sum over third derivatives gives $1.6746\times10^{-4}$ eV, about $0.02\%$ below the strain result. That sum was itself tested against energies of a displaced supercell. In the limit of small $q$, the vertex and the frequencies of strained crystals were compared for three wavevectors, three acoustic polarizations and six branches. The largest difference in $g$ was $7\times10^{-7}$.

**Q:** So I may insert the usual volume Grüneisen parameter for $g$?

**A:** For every direction of $q$, only if the tensor is isotropic and the wave longitudinal; otherwise the two agree at most for special directions. A uniform dilation has $\eta_{\alpha\beta}=\epsilon\delta_{\alpha\beta}$ and $\delta\ln({\rm volume})=3\epsilon$, so the volume parameter is $\gamma_V=\frac13\sum_\alpha\gamma_{\alpha\alpha}$. If $\gamma_{\alpha\beta}=\gamma_V\delta_{\alpha\beta}$, then $g=\gamma_V\,\hat q\cdot p$. This equals $\gamma_V$ for a longitudinal wave and zero for a transverse one. Transverse waves couple through the anisotropic part of the tensor, about which $\gamma_V$ says nothing.

For the mode above $\gamma_V=1.83$, while $g=2.90$. Scattering rates contain $|V_3|^2$, and using $\gamma_V$ would make this squared vertex too small by a factor $(2.90/1.83)^2\approx2.5$.

**Q:** A constant could still work as an average.

**A:** It can represent an average, if it is the right one. For the longitudinal [110] leg, 1296 modes sampled over the zone give $g$ between $-0.77$ and $3.80$, with mean $1.50$ and root mean square $1.61$. The mean and the root mean square keep these digits on finer meshes; the extremes do not, and reach about $-1.1$ and $4.1$ on a $24^3$ mesh of wavevectors. For an unweighted sum of $g^2$ the root mean square is the proper constant. Since $|V_3|^2\propto g^2\omega_k^2$, a sum of squared vertices already weights modes by $\omega_k^2$, and a real rate weights them further by occupation and energy conservation, which changes the average. For this longitudinal leg the same-branch vertices hardly conserve energy at all, so $1.61$ measures the size of the coupling and is not the constant for its absorption rate. Mode by mode the constant fails: for the lowest branch at our $k$, with $g=0.196$, it overestimates the squared vertex by $(1.61/0.196)^2\approx67$.

**Q:** What happens when the acoustic leg is no longer long?

**A:** Define an effective coefficient by dividing $\sqrt N|V_3|$ by $\sqrt{E_1E_2E_3/(2Mv^2)}$, with $v$ held at its long-wave value. Here $|k|=0.56$ Å$^{-1}$, and $k$ stays at the midpoint.

| $\lvert q\rvert$ (Å$^{-1}$) | branch 1 | branch 3 |
|---|---|---|
| 0.011 | 0.196 | 2.900 |
| 0.114 | 0.192 | 2.870 |
| 0.343 | 0.182 | 2.637 |
| 1.028 | 0.879 | 1.623 |

At $|q|\approx0.2|k|$ the changes from the limit are 1 to 2%. At the largest $q$, branch 3 has lost 44% and branch 1 has grown by a factor of $4.5$. These figures include the dispersion of the acoustic leg, and they belong to this model. Branches are numbered in order of energy. At the largest $q$ the eigenvectors at $k-q/2$ and $k+q/2$ no longer resemble each other and the acoustic leg is only partly longitudinal, so that row is no longer the coupling of one mode to itself.

**Q:** Suppose all three waves are long and acoustic, but of similar length. Is that safe?

**A:** The scaling is safe, the constant is not. Translation invariance now applies to each leg, so each enters through its gradient and internal shift, both proportional to $|q_i|$. With three factors $(2NM\omega_i)^{-1/2}$ and a sum over $N$ cells,

$$|V_3|=\frac{N\,|B|\,|q_1||q_2||q_3|}{(2NM)^{3/2}\sqrt{\omega_1\omega_2\omega_3}}=\frac{|B|}{\sqrt N(2M)^{3/2}}\,\frac{\sqrt{\omega_1\omega_2\omega_3}}{v_1v_2v_3},$$

where $|q_i|=\omega_i/v_i$ was used and $B$ depends on the directions and polarizations. The product law survives, but its coefficient depends on the shape of the wavevector triangle. It becomes $g$ when one side is much shorter than the others. With $|q|=|k|$, the model gives $1.184$ at two scales differing by a factor of two, whereas $|g|$ for the scattered mode is $1.900$.

**Q:** And the decay of a zone-centre optical phonon into two acoustic ones, where the same product is also used?

**A:** There the argument gives no support. The leg with zero wavevector is optical: its sublattices move against each other, so it is neither a translation nor a strain. The other two legs are generally short waves. In the model, the optical mode at $0.0489$ eV, polarized along $z$, was paired with acoustic modes at $k$ and $-k$. Of the sampled pairs, 251 conserve energy to within 5%. Their effective coefficient, defined with the same longitudinal $v$, has a median of $0.21$ and 10th and 90th percentiles of $0.055$ and $0.75$. Inserting $1.61$ would overestimate the squared vertex of the median pair of this sample by a factor of about 56. The sample is coarse: on a $24^3$ mesh the median moves to $0.24$, the 90th percentile to $0.84$ and the factor to about 44, and with the optical mode polarized along [111] the factor is about 22, so for the median pair only its size, some tens, should be retained. A sum of squares is governed instead by the root mean square of the coefficient. It is about $0.49$ and hardly changes with mesh or polarization, so $1.61$ overestimates the mean squared coefficient by a factor of about 11.

**Q:** Is there any case in which the product law holds for short waves too?

**A:** Yes, the monatomic chain with nearest-neighbour bonds. Let the mass be $m$, the spacing $a$, and the second and third derivatives of the bond energy $c_2$ and $c_3$. A wave stretches a bond in proportion to $e^{iqa}-1$, and

$$|e^{iqa}-1|=2\left|\sin\frac{qa}{2}\right|=\omega_q\sqrt{\frac{m}{c_2}},$$

since $\omega_q=2\sqrt{c_2/m}\,|\sin(qa/2)|$. The $N$ bonds add in phase, so

$$|V_3|=N|c_3|\prod_{i=1}^3\frac{\omega_i\sqrt{m/c_2}}{\sqrt{2Nm\omega_i}}=\frac{|c_3|}{\sqrt N(2c_2)^{3/2}}\sqrt{\omega_1\omega_2\omega_3}.$$

A strain $\eta$ changes $c_2$ to $c_2+c_3a\eta$, and $\omega\propto\sqrt{c_2}$, so $\gamma=-ac_3/(2c_2)$. With $v=a\sqrt{c_2/m}$,

$$\frac{|\gamma|}{\sqrt{2Nm}\,v}=\frac{a|c_3|}{2c_2}\,\frac{1}{a\sqrt{2Nc_2}}=\frac{|c_3|}{\sqrt N(2c_2)^{3/2}},$$

the same prefactor, at every wavevector. The reason is special: one kind of bond stretch fixes both the frequency and the cubic energy. For $a=3$ Å, $c_2=10$ eV/Å$^2$ and $c_3=-40$ eV/Å$^3$, $\gamma=3\times40/20=6$, and the sampled coefficients are all $6.000$. With second neighbours of $2$ eV/Å$^2$ and $-2$ eV/Å$^3$ added, the coefficient depends on the wavevectors: on the coarse grid sampled here it runs from $4.74$ to $5.98$, and the full range is slightly wider.

**Q:** Does the long-wave identity itself ever fail, even for small $q$?

**A:** It does not carry over as it stands when the acoustic wave produces a macroscopic electric field, as in a piezoelectric crystal. The forces are then long-ranged, and the expansion about a pair of atoms is no longer justified. The model has no charges, so its zincblende structure does not test that case. The numerical output lists the remaining values.

## Numbers as computed

```
lattice constant 5.5 angstrom; masses [30. 70.] u
Morse AB: depth 2.0 eV, exponent 1.5 1/angstrom
Morse AA: depth 0.5 eV, exponent 1.2 1/angstrom
Morse BB: depth 0.8 eV, exponent 1.2 1/angstrom
bond lengths, first and second neighbours: 2.3816 3.8891 angstrom
k of scattered mode: 0.4912 0.2399 0.1142 1/angstrom
mode energies at k: 0.01492 0.01754 0.02955 0.05133 0.05211 0.05423 eV
Grueneisen tensor, branch 3 (xx yy zz yz xz xy): 2.2273 1.8548 1.4222 -0.0224 0.4624 0.8588
its trace/3 (volume Grueneisen parameter): 1.8348
g for LA [110], six branches:
  from vertex, q->0:     0.1963 1.6682 2.8998 1.6636 1.8312 1.9950
  strained, relaxed:     0.1963 1.6682 2.8998 1.6636 1.8312 1.9950
  strained, clamped:     -0.3092 1.2957 2.9311 -0.2808 2.4629 3.2213
largest |difference|, 3 k, 3 polarizations: 7.2e-07
error ratio on halving q: 4.000
M v^2 for LA [110]: 93.472 eV
worked q: 0.011424 1/angstrom; acoustic energy 7.1404e-04 eV
sqrt(N) times strain amplitude: 1.9545e-03
sqrt(N)|V3| from third derivatives: 1.67463e-04 eV
sqrt(N)|V3| from strain times g:    1.67493e-04 eV
sqrt(N)|V3| from product formula:   1.67480e-04 eV
TA [001], branches 6->2, |coupling| per unit strain wave:
  vertex 0.01100 eV, strain only 0.00340 eV, with rotation 0.01100 eV
product coefficient as q grows (LA leg, k fixed at midpoint):
  q 0.0114 1/angstrom, energy 0.00071 eV: branch 1 0.1963, branch 3 2.8995
  q 0.1142 1/angstrom, energy 0.00709 eV: branch 1 0.1922, branch 3 2.8701
  q 0.3427 1/angstrom, energy 0.01998 eV: branch 1 0.1823, branch 3 2.6373
  q 0.6854 1/angstrom, energy 0.03283 eV: branch 1 0.2753, branch 3 1.9440
  q 1.0282 1/angstrom, energy 0.03812 eV: branch 1 0.8794, branch 3 1.6233
three long waves, |q|=|k|, two scales: 1.1843 1.1843
  |g| of that scattered LA mode: 1.8995
g over zone, 1296 modes: min -0.767, max 3.797, mean 1.505, rms 1.612
zone-centre optical energy: 0.04887 eV
decay coefficient, 251 pairs within 5% of energy conservation:
  10th, 50th, 90th percentile: 0.0551 0.2146 0.7478
chain: spacing 3.0 angstrom, c2 = 10 (and 2) eV/angstrom^2,
  c3 = -40 (and -2) eV/angstrom^3 for neighbours 1 (and 2)
chain coefficient min, max, first neighbours: 6.0000 6.0000
chain coefficient min, max, with second:      4.7433 5.9845
chain Grueneisen parameter, first neighbours: 6.0000
```
